# Linear to quadratic flexural dispersion of a sheet under tension: verification in Python

```python
"""Flexural waves of a free sheet under isotropic tension.

Result under test: rho*omega^2 = sigma*q^2 + kappa*q^4, which changes from
linear to quadratic around lambda_c = 2*pi*sqrt(kappa/sigma).
kappa: bending stiffness (J); sigma: tension (N/m); rho: areal mass (kg/m^2)
q: wavevector (1/m); omega: angular frequency (rad/s); x = q/q_c
Y: two-dimensional Young modulus (N/m); nu: Poisson ratio
Also tested: ballistic heat conductance per width of the flexural branch,
and the stiffening of a wave by ripples (first order in the stretching energy).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, zeta

hbar, kB, eV = const.hbar, const.k, const.e
pi = np.pi

# Given data, then rough typical graphene values
kappa, sigma = 2.4e-19, 0.1
lattice, Y, nu = 0.246e-9, 340.0, 0.17
cell_area = np.sqrt(3) / 2 * lattice**2
rho = 2 * 12.011 * const.atomic_mass / cell_area

q_c = np.sqrt(sigma / kappa)
lambda_c = 2 * pi / q_c


def omega(q):
    return np.sqrt((sigma * q**2 + kappa * q**4) / rho)


def exponent(x):
    return (1 + 2 * x**2) / (1 + x**2)


# Test: full nonlinear bending and area energy of a sinusoidal profile
amplitude = 0.05e-9
s = np.arange(400) * lambda_c / 400
for_q = q_c
slope = -amplitude * for_q * np.sin(for_q * s)
second = -amplitude * for_q**2 * np.cos(for_q * s)
bend_full = np.mean(kappa / 2 * second**2 / (1 + slope**2)**2.5)
area_full = np.mean(sigma * (np.sqrt(1 + slope**2) - 1))
assert abs(bend_full / (kappa * for_q**4 * amplitude**2 / 4) - 1) < 2e-3
assert abs(area_full / (sigma * for_q**2 * amplitude**2 / 4) - 1) < 2e-3

# Test: diagonalize a discretized periodic square sheet of side L
n_grid = 20
one = np.eye(n_grid)
forward = np.roll(one, 1, axis=1) - one
central = np.roll(one, 1, axis=1) + np.roll(one, -1, axis=1) - 2 * one
grad_x, grad_y = np.kron(forward, one), np.kron(one, forward)
laplacian = np.kron(central, one) + np.kron(one, central)
bend_matrix = laplacian.T @ laplacian
slope_matrix = grad_x.T @ grad_x + grad_y.T @ grad_y


def sheet_frequencies(L):
    step = L / n_grid
    stiffness = kappa * bend_matrix / step**4 + sigma * slope_matrix / step**2
    values = np.linalg.eigvalsh(stiffness / rho)
    return np.sqrt(values[1]), np.sqrt(values[5])  # waves (1,0) and (1,1)


def sheet_exponent(L):
    high = sheet_frequencies(L / 1.01)[0]
    low = sheet_frequencies(L * 1.01)[0]
    return np.log(high / low) / np.log(1.01**2)


# Grid error of omega is below 1 percent for 20 points per wavelength
for factor in (10, 1, 0.1):
    L = factor * lambda_c
    axial, diagonal = sheet_frequencies(L)
    assert abs(axial / omega(2 * pi / L) - 1) < 0.01
    assert abs(diagonal / omega(2 * pi * np.sqrt(2) / L) - 1) < 0.01
for factor in (10, 3, 1, 1 / 3, 0.1):
    assert abs(sheet_exponent(factor * lambda_c) - exponent(1 / factor)) < 0.01
lambda_grid = brentq(lambda L: sheet_exponent(L) - 1.5, 5e-9, 20e-9, xtol=1e-12)
assert abs(lambda_grid / lambda_c - 1) < 0.01
assert abs(lambda_c * 1e9 - 9.7) < 0.05


# Ballistic conductance per width, as an integral over frequency
def conductance(T, tension):
    def integrand(y):
        w = y * kB * T / hbar
        root = np.sqrt(tension**2 + 4 * kappa * rho * w**2)
        q = np.sqrt(2 * rho * w**2 / (tension + root))
        return q / q_c * y**2 / (4 * np.sinh(y / 2)**2)
    value = quad(integrand, 0, 60, epsabs=0, epsrel=1e-8, limit=200)[0]
    return kB * (kB * T / hbar) * q_c * value / (2 * pi**2)


def conductance_linear(T, speed):
    return kB * (kB * T / hbar)**2 / speed * 6 * zeta(3) / (2 * pi**2)


def conductance_quadratic(T):
    scale = (rho / kappa)**0.25 * (kB * T / hbar)**1.5
    return kB * scale * gamma(3.5) * zeta(2.5) / (2 * pi**2)


def conductance_exponent(T):
    ratio = conductance(T * 1.01, sigma) / conductance(T / 1.01, sigma)
    return np.log(ratio) / np.log(1.01**2)


# Test: sum over wavevectors moving to the right, numerical group velocity
def wavevector_integrand(x, T):
    q = x * q_c
    velocity = (omega(q * 1.0001) - omega(q * 0.9999)) / (0.0002 * q)
    y = hbar * omega(q) / (kB * T)
    heat = kB * y**2 / (4 * np.sinh(y / 2)**2)
    return q_c * q * velocity * heat / (4 * pi**2)


angle_part = quad(np.cos, -pi / 2, pi / 2)[0]
direct = angle_part * quad(wavevector_integrand, 0, 12, args=(4.0,),
                           epsabs=0, epsrel=1e-7, limit=200)[0]
assert abs(direct / conductance(4.0, sigma) - 1) < 1e-4
v_sound = np.sqrt(sigma / rho)
assert abs(conductance(0.01, sigma) / conductance_linear(0.01, v_sound) - 1) < 0.01
assert abs(conductance(1000.0, sigma) / conductance_quadratic(1000.0) - 1) < 0.01
assert abs(conductance_exponent(0.01) - 2) < 0.01
assert abs(conductance_exponent(1000.0) - 1.5) < 0.01

# Test: stretching energy of two crossed waves after in-plane relaxation
shear = Y / (2 * (1 + nu))
lame = Y * nu / (1 - nu**2)
m = 16
gx, gy = np.meshgrid(np.arange(m) * 2 * pi / m, np.arange(m) * 2 * pi / m,
                     indexing="ij")
wave, ripple = np.array([2, 1]), np.array([1, 3])
amp_w, amp_r = 0.03, 0.05
sin_w = np.sin(wave[0] * gx + wave[1] * gy)
sin_r = np.sin(ripple[0] * gx + ripple[1] * gy)
dh = [-amp_w * wave[i] * sin_w - amp_r * ripple[i] * sin_r for i in range(2)]
strain = np.array([[np.fft.fft2(dh[i] * dh[j] / 2) / m**2 for j in range(2)]
                   for i in range(2)])
freq = np.fft.fftfreq(m, 1 / m)
relaxed = 0.0
for a in range(m):
    for b in range(m):
        k = np.array([freq[a], freq[b]])
        if not k.any():
            continue  # uniform strain is free to relax at constant tension
        e = strain[:, :, a, b]
        force = (lame * np.trace(e) * np.eye(2) + 2 * shear * e) @ k
        matrix = (lame + shear) * np.outer(k, k) + shear * (k @ k) * np.eye(2)
        w = np.linalg.solve(matrix, -force)
        e = e + (np.outer(k, w) + np.outer(w, k)) / 2
        relaxed += (lame * abs(np.trace(e))**2 + 2 * shear * np.sum(abs(e)**2)) / 2
cross = wave[0] * ripple[1] - wave[1] * ripple[0]
k_plus, k_minus = wave + ripple, wave - ripple
curvature_energy = (Y * amp_w**2 * amp_r**2 * cross**4 / 16
                    * (1 / (k_plus @ k_plus)**2 + 1 / (k_minus @ k_minus)**2))
assert abs(relaxed / curvature_energy - 1) < 1e-8

# Test: classical ripple stiffening at q_c by two-dimensional quadrature
t = np.linspace(-8, 8, 2001)
theta = (np.arange(1000) + 0.5) * 2 * pi / 1000
p = np.exp(t)[:, None]
angular = np.mean(np.sin(theta)**4 / (1 + p**2 + 2 * p * np.cos(theta))**2,
                  axis=1) * 2 * pi
p = p[:, 0]
integral = np.sum(p**6 * angular / (p**2 * (1 + p**2))) * (t[1] - t[0])
assert abs(integral / (4 * pi**2) / (3 / (32 * pi)) - 1) < 2e-3


def classical_stiffening(T):
    return 3 * Y * kB * T / (32 * pi * sigma * kappa)


# Quantum ripples, continuum dispersion cut at a rough zone-boundary wavevector
q_cut = np.sqrt(4 * pi / cell_area)


def ripple_stiffening(T, classical=False):
    def integrand(log_x):
        x = np.exp(log_x)
        w = omega(x * q_c)
        if classical:
            spectrum = kB * T / (rho * w**2)
        else:
            thermal = 1.0 if T == 0 else 1 / np.tanh(hbar * w / (2 * kB * T))
            spectrum = hbar * thermal / (2 * rho * w)
        return x**6 / max(x, 1.0)**4 * q_c**2 * spectrum
    top = 12.0 if classical else np.log(q_cut / q_c)
    total = sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-8, limit=200)[0]
                for lo, hi in ((-12.0, 0.0), (0.0, top)))
    return 3 * Y / (16 * pi) * total / kappa


assert abs(ripple_stiffening(300.0, True) / classical_stiffening(300.0) - 1) < 1e-5
zero_point = ripple_stiffening(0)
for T in (4.0, 300.0):
    assert 0 < ripple_stiffening(T) - zero_point < classical_stiffening(T)

# Sizes of other neglected effects
def lattice_shift(q):
    return 1 - omega(2 / lattice * np.sin(q * lattice / 2)) / omega(q)


v_long = np.sqrt(Y / (1 - nu**2) / rho)
v_trans = np.sqrt(shear / rho)
in_plane = conductance_linear(4.0, v_long) + conductance_linear(4.0, v_trans)
w_c = omega(q_c)

print(f"bending stiffness: {kappa:.2e} J = {kappa / eV:.3f} eV")
print(f"tension: {sigma:.2f} N/m")
print(f"lattice constant (rough): {lattice * 1e9:.3f} nm")
print(f"Young modulus 2D (rough): {Y:.0f} N/m; Poisson ratio {nu:.2f}")
print(f"areal mass: {rho:.3e} kg/m^2")
print(f"crossover wavevector: {q_c * 1e-9:.4f} 1/nm")
print(f"crossover wavelength, formula: {lambda_c * 1e9:.3f} nm")
print(f"crossover wavelength, grid sheet: {lambda_grid * 1e9:.3f} nm")
print(f"crossover frequency: {w_c / (2 * pi) * 1e-9:.2f} GHz")
print(f"crossover angular frequency: {w_c:.3e} rad/s")
print(f"crossover phonon energy: {hbar * w_c / eV * 1e3:.4f} meV")
print(f"crossover temperature hbar*omega/kB: {hbar * w_c / kB:.3f} K")
print(f"long-wave speed: {v_sound:.1f} m/s")
print(f"phase velocity at crossover: {w_c / q_c:.1f} m/s")
print(f"group velocity at crossover: {exponent(1.0) * w_c / q_c:.1f} m/s")
print("wavelength nm | frequency GHz | exponent | grid exponent")
for x in (0.1, 1 / 3, 1.0, 3.0):
    L = lambda_c / x
    print(f"{L * 1e9:8.3f} | {omega(x * q_c) / (2 * pi) * 1e-9:9.3f} | "
          f"{exponent(x):.3f} | {sheet_exponent(L):.3f}")
for T in (0.3, 4.0):
    print(f"G/W at {T} K, with tension: {conductance(T, sigma):.3e} W/(m K)")
    print(f"G/W at {T} K, no tension: {conductance_quadratic(T):.3e} W/(m K)")
    print(f"temperature exponent of G/W at {T} K: {conductance_exponent(T):.3f}")
for T in (4.0, 300.0):
    print(f"classical ripple dkappa/kappa at {T:.0f} K: {classical_stiffening(T):.4f}")
for T in (0.0, 4.0, 300.0):
    print(f"quantum ripple dkappa/kappa at {T:.0f} K: {ripple_stiffening(T):.4f}")
print(f"classical ripple term is 10 percent at: {0.1 / classical_stiffening(1.0):.1f} K")
print(f"ripple cutoff wavevector (rough): {q_cut * 1e-9:.2f} 1/nm")
print(f"lattice shift of omega at lambda_c: {100 * lattice_shift(q_c):.2f} percent")
print(f"lattice shift at lambda_c/3: {100 * lattice_shift(3 * q_c):.2f} percent")
print(f"elastic strain from tension: {100 * sigma * (1 - nu) / Y:.4f} percent")
print(f"in-plane speeds: {v_long:.0f} and {v_trans:.0f} m/s")
print(f"in-plane / flexural G at 4 K: {100 * in_plane / conductance(4.0, sigma):.2f} percent")
print("verified")
```

Output:

```
bending stiffness: 2.40e-19 J = 1.498 eV
tension: 0.10 N/m
lattice constant (rough): 0.246 nm
Young modulus 2D (rough): 340 N/m; Poisson ratio 0.17
areal mass: 7.611e-07 kg/m^2
crossover wavevector: 0.6455 1/nm
crossover wavelength, formula: 9.734 nm
crossover wavelength, grid sheet: 9.694 nm
crossover frequency: 52.66 GHz
crossover angular frequency: 3.309e+11 rad/s
crossover phonon energy: 0.2178 meV
crossover temperature hbar*omega/kB: 2.527 K
long-wave speed: 362.5 m/s
phase velocity at crossover: 512.6 m/s
group velocity at crossover: 768.9 m/s
wavelength nm | frequency GHz | exponent | grid exponent
  97.339 |     3.742 | 1.010 | 1.010
  29.202 |    13.084 | 1.100 | 1.099
   9.734 |    52.662 | 1.500 | 1.498
   3.245 |   353.270 | 1.900 | 1.899
G/W at 0.3 K, with tension: 1.899e-05 W/(m K)
G/W at 0.3 K, no tension: 3.239e-05 W/(m K)
temperature exponent of G/W at 0.3 K: 1.844
G/W at 4.0 K, with tension: 1.472e-03 W/(m K)
G/W at 4.0 K, no tension: 1.577e-03 W/(m K)
temperature exponent of G/W at 4.0 K: 1.561
classical ripple dkappa/kappa at 4 K: 0.0233
classical ripple dkappa/kappa at 300 K: 1.7510
quantum ripple dkappa/kappa at 0 K: 0.0328
quantum ripple dkappa/kappa at 4 K: 0.0453
quantum ripple dkappa/kappa at 300 K: 1.7508
classical ripple term is 10 percent at: 17.1 K
ripple cutoff wavevector (rough): 15.48 1/nm
lattice shift of omega at lambda_c: 0.16 percent
lattice shift at lambda_c/3: 1.78 percent
elastic strain from tension: 0.0244 percent
in-plane speeds: 21448 and 13817 m/s
in-plane / flexural G at 4 K: 11.18 percent
verified
```
